\section*{Errors of the Born–Oppenheimer and adiabatic energies for coupled oscillators}

\section{The problem}

A light particle of mass $m$ and coordinate $x$ is coupled to a heavy particle of mass $M$ and coordinate $X$. Both move in one dimension, and the Hamiltonian is
\begin{equation}
H=\frac{p^2}{2m}+\frac{P^2}{2M}+\frac12 kx^2+\frac12 KX^2+cxX ,
\label{eq:H}
\end{equation}
with $p=-i\hbar\,\partial/\partial x$ and $P=-i\hbar\,\partial/\partial X$. The constants satisfy $k>0$ and $kK>c^2$, so that the potential has a minimum and the system is bound. The coupling $c$ is nonzero and may have either sign.

The light particle plays the part of the electrons in a molecule, the heavy one that of the nuclei. Three ground-state energies are to be compared.
\begin{itemize}
\item The Born--Oppenheimer energy $E_{\rm BO}$. The light ground energy $\varepsilon(X)$ is found with the heavy particle clamped at $X$, the term $\frac12KX^2$ being included. It then serves as the potential for the heavy motion.
\item The adiabatic energy $E_{\rm ad}$. The same potential is used, with the diagonal Born--Huang correction added. This correction is the mean heavy kinetic energy that arises because the light state changes with $X$.
\item The exact ground energy $E$ of the Hamiltonian \eqref{eq:H}.
\end{itemize}

Let
\begin{equation}
\omega=\sqrt{\frac km},\quad \mu=\frac mM,\quad \gamma=\frac ck,\quad
\kappa=\frac Kk,\quad s=\sqrt{\kappa-\gamma^2}.
\label{eq:defs}
\end{equation}
Since $\kappa-\gamma^2=(kK-c^2)/k^2$, the stability condition makes $s$ real and positive.

(a) Estimate by scaling how $E_{\rm BO}-E$ and $E_{\rm ad}-E$ depend on $\mu$ when $\mu\to0$ at fixed $k$, $K$ and $c$. Measure the errors in units of $\hbar\omega$, and predict their signs.

(b) Find the three energies in closed form, and from them the leading errors with their coefficients.

(c) Compare the estimate with the solution, and evaluate both for $\kappa=1$, $\gamma=0.6$, $\mu=0.01$.

\section{First estimate by scaling}

The first question is how the light state depends on $X$. Completing the square in $x$ gives
\begin{equation}
\frac12kx^2+cxX+\frac12KX^2
=\frac12k(x+\gamma X)^2+\frac12\left(K-\frac{c^2}{k}\right)X^2 ,
\label{eq:square}
\end{equation}
because $k\gamma=c$ and $k\gamma^2=c^2/k$. For a clamped heavy particle the light oscillator keeps its frequency $\omega$, but its centre moves to $x=-\gamma X$. Its ground state is therefore $\varphi(x;X)=\varphi_0(x+\gamma X)$, where $\varphi_0$ is the normalized real ground state of an oscillator centred at zero.

Because $x$ and $X$ enter through the sum $x+\gamma X$, we have $\partial\varphi/\partial X=\gamma\,\partial\varphi/\partial x$, that is, $P\varphi=\gamma p\varphi$. For a product $\varphi(x;X)\chi(X)$, the product rule applied twice gives
\begin{equation}
\frac{P^2}{2M}(\varphi\chi)=
\varphi\,\frac{P^2\chi}{2M}
+\frac{\gamma}{M}(p\varphi)(P\chi)
+\frac{\gamma^2}{2M}(p^2\varphi)\chi .
\label{eq:product}
\end{equation}
The Born--Oppenheimer treatment keeps the first term and drops the other two. Their sizes follow from the zero-point momenta, with $\gamma$ and $s$ taken to be of order one.

For the light particle $p^2\sim m\hbar\omega$. The heavy particle feels a force constant that does not depend on $M$, so its frequency is $\Omega\sim\sqrt{k/M}=\sqrt\mu\,\omega$, and $P^2\sim M\hbar\Omega$. The last term of \eqref{eq:product} is then of size
\begin{equation}
\frac{\gamma^2p^2}{M}\sim\gamma^2\frac mM\hbar\omega=\gamma^2\mu\,\hbar\omega .
\end{equation}
Its mean value is positive, so it contributes in first order. Leaving it out puts $E_{\rm BO}$ below $E$ by an amount of order $\mu\hbar\omega$.

The middle term is larger as an operator:
\begin{equation}
\frac{\gamma pP}{M}\sim
\frac{\gamma}{M}\sqrt{m\hbar\omega\,M\hbar\Omega}
=\gamma\hbar\sqrt{\mu\,\omega\Omega}
\sim\gamma\mu^{3/4}\hbar\omega .
\end{equation}
The last step uses $\Omega\sim\sqrt\mu\,\omega$. Its mean value vanishes, since the mean momentum of a real bound state is zero. It acts first in second order, where it must excite the light oscillator at a cost of about $\hbar\omega$. The resulting shift is of size
\begin{equation}
\frac{(\gamma\mu^{3/4}\hbar\omega)^2}{\hbar\omega}=\gamma^2\mu^{3/2}\hbar\omega .
\end{equation}
A second-order shift of a ground state is negative. The adiabatic energy includes the mean of the $p^2$ term but not this lowering, so it should lie above $E$ by an amount of order $\mu^{3/2}\hbar\omega$. The $p^2$ term also has a second-order effect, of order $\mu^2\hbar\omega$, which is smaller.

The estimate thus predicts $E_{\rm BO}<E<E_{\rm ad}$ for small $\mu$, with errors of order $\mu$ and $\mu^{3/2}$. It leaves the coefficients open.

\section{Exact solution}

\subsection{Born--Oppenheimer energy}

From \eqref{eq:square}, the clamped light oscillator has the ground energy
\begin{equation}
\varepsilon(X)=\frac12\hbar\omega+\frac12\left(K-\frac{c^2}{k}\right)X^2 .
\end{equation}
The coupling softens the heavy force constant, because the light particle relaxes as $X$ changes. Since $K-c^2/k=ks^2$, the heavy frequency is
\begin{equation}
\Omega=\sqrt{\frac{ks^2}{M}}
=s\sqrt{\frac mM}\sqrt{\frac km}=s\sqrt\mu\,\omega .
\label{eq:Omega}
\end{equation}
Adding the heavy zero-point energy $\frac12\hbar\Omega$ gives
\begin{equation}
\frac{E_{\rm BO}}{\hbar\omega}=\frac12\left(1+s\sqrt\mu\right).
\label{eq:BO}
\end{equation}

\subsection{Adiabatic energy}

To obtain the heavy equation with the diagonal correction, multiply \eqref{eq:product} by $\varphi$ and integrate over $x$. Normalization turns the first term into $P^2\chi/2M$. The second term vanishes because $\int\varphi\,p\varphi\,dx=0$: the integrand is proportional to the derivative of $\varphi^2$, which is zero at both ends. The third term gives a potential
\begin{equation}
D=\frac{\gamma^2}{2M}\int\varphi\,p^2\varphi\,dx
=\frac{\hbar^2}{2M}\int\left(\frac{\partial\varphi}{\partial X}\right)^2dx .
\end{equation}
The second form, which is the general Born--Huang expression for a real state, follows by one integration by parts and $\gamma\,\partial\varphi/\partial x=\partial\varphi/\partial X$.

In the ground state of an oscillator half the energy is kinetic, so $\langle p^2\rangle/2m=\hbar\omega/4$ and $\langle p^2\rangle=m\hbar\omega/2$. Hence
\begin{equation}
D=\frac{\gamma^2}{2M}\,\frac{m\hbar\omega}{2}=\frac{\gamma^2\mu}{4}\hbar\omega .
\end{equation}
This does not depend on $X$, because the light state moves without changing its shape. In this model the correction raises the heavy levels by a constant and leaves $\Omega$ unchanged. Therefore
\begin{equation}
\frac{E_{\rm ad}}{\hbar\omega}=\frac12\left(1+s\sqrt\mu\right)+\frac{\gamma^2\mu}{4}.
\label{eq:ad}
\end{equation}

\subsection{Exact energy}

The Hamiltonian is quadratic, so normal modes solve it. With $q_1=\sqrt m\,x$ and $q_2=\sqrt M\,X$, the kinetic energy takes the form $-\frac{\hbar^2}{2}(\partial_{q_1}^2+\partial_{q_2}^2)$, which a rotation of $(q_1,q_2)$ leaves unchanged. The potential is $\frac12\sum_{ij}W_{ij}q_iq_j$ with
\begin{equation}
W=\begin{pmatrix} k/m & c/\sqrt{mM}\\ c/\sqrt{mM} & K/M\end{pmatrix}
=\omega^2\begin{pmatrix}1&\gamma\sqrt\mu\\ \gamma\sqrt\mu&\kappa\mu\end{pmatrix}.
\end{equation}
The rotation that diagonalizes $W$ yields two independent oscillators whose squared frequencies $\omega_+^2$ and $\omega_-^2$ are the eigenvalues of $W$. The ground energy is $E=\frac12\hbar(\omega_++\omega_-)$.

The separate eigenvalues are not needed, since the trace and the determinant of $W$ suffice:
\begin{align}
\omega_+^2+\omega_-^2&=\omega^2(1+\kappa\mu),\\
\omega_+^2\omega_-^2&=\omega^4(\kappa\mu-\gamma^2\mu)=\omega^4s^2\mu .
\end{align}
Both are positive, so both frequencies are real, and $\omega_+\omega_-=\omega^2s\sqrt\mu$. Then
\begin{align}
(\omega_++\omega_-)^2
&=\omega_+^2+\omega_-^2+2\omega_+\omega_-\nonumber\\
&=\omega^2\left(1+\kappa\mu+2s\sqrt\mu\right)\nonumber\\
&=\omega^2\left[(1+s\sqrt\mu)^2+\gamma^2\mu\right],
\end{align}
where the last line uses $\kappa=s^2+\gamma^2$. The exact energy is
\begin{equation}
\frac{E}{\hbar\omega}=\frac12\sqrt{(1+s\sqrt\mu)^2+\gamma^2\mu}.
\label{eq:exact}
\end{equation}

\subsection{The errors}

From here to the end of this subsection, energies are in units of $\hbar\omega$. Squaring \eqref{eq:BO} and \eqref{eq:exact} and subtracting gives $E^2-E_{\rm BO}^2=\gamma^2\mu/4$. Division by $E+E_{\rm BO}$ yields
\begin{equation}
E-E_{\rm BO}=\frac{\gamma^2\mu}{4(E+E_{\rm BO})} .
\label{eq:diffBO}
\end{equation}
Since $E_{\rm ad}=E_{\rm BO}+\gamma^2\mu/4$,
\begin{equation}
E_{\rm ad}-E=\frac{\gamma^2\mu}{4}\left(1-\frac{1}{E+E_{\rm BO}}\right).
\label{eq:diffad}
\end{equation}
Neither relation involves an approximation. The right side of \eqref{eq:diffBO} is positive, so $E>E_{\rm BO}$. As $E_{\rm BO}>\frac12$, the sum $E+E_{\rm BO}$ exceeds one, and the right side of \eqref{eq:diffad} is positive too. Thus
\begin{equation}
E_{\rm BO}<E<E_{\rm ad}
\end{equation}
for every mass ratio, provided that $c\neq0$ and the system is stable. At $c=0$ the three energies coincide.

For small $\mu$, \eqref{eq:diffBO} shows that $E=E_{\rm BO}+\gamma^2\mu/4+O(\mu^{3/2})$. Consequently
\begin{equation}
E+E_{\rm BO}=1+s\sqrt\mu+\frac{\gamma^2\mu}{4}+O(\mu^{3/2}).
\end{equation}
With $1/(1+u)=1-u+u^2-\dots$, and keeping terms through order $\mu$,
\begin{equation}
\frac1{E+E_{\rm BO}}=1-s\sqrt\mu+\left(s^2-\frac{\gamma^2}{4}\right)\mu+O(\mu^{3/2}).
\end{equation}
Inserting this in \eqref{eq:diffBO} and \eqref{eq:diffad} gives
\begin{align}
E_{\rm BO}-E&=-\frac{\gamma^2}{4}\mu+O(\mu^{3/2}),
\label{eq:leadBO}\\
E_{\rm ad}-E&=\frac{\gamma^2s}{4}\mu^{3/2}
-\frac{\gamma^2}{4}\left(s^2-\frac{\gamma^2}{4}\right)\mu^2+O(\mu^{5/2}).
\label{eq:leadad}
\end{align}

\section{Comparison}

\subsection{The origin of the two powers}

The exact solution confirms the powers and signs of the scaling estimate. It remains to check that the $\mu^{3/2}$ error comes from the term named there. Take $y=x+\gamma X$ and $X$ as new coordinates. The chain rule gives $\partial_x=\partial_y$, while the derivative with respect to $X$ at fixed $x$ becomes $\partial_X+\gamma\partial_y$. So $P$ is replaced by $P+\gamma p$, where $p$ now belongs to $y$. As $p$ and $P$ commute,
\begin{equation}
H=\frac{p^2}{2m}+\frac{ky^2}{2}+\frac{P^2}{2M}+\frac{M\Omega^2X^2}{2}
+\frac{\gamma pP}{M}+\frac{\gamma^2p^2}{2M}.
\label{eq:shifted}
\end{equation}
The first four terms are two independent oscillators with ground energy $E_{\rm BO}$. Adding the mean of the last two terms gives $E_{\rm ad}$.

In second order, $pP$ connects the ground state to the state with one quantum in each oscillator. The matrix elements have magnitudes $|\langle1|p|0\rangle|=\sqrt{m\hbar\omega/2}$ and $|\langle1|P|0\rangle|=\sqrt{M\hbar\Omega/2}$, so the shift is
\begin{equation}
\Delta_{pP}
=-\frac{\gamma^2}{M^2}\,\frac{(m\hbar\omega/2)(M\hbar\Omega/2)}{\hbar(\omega+\Omega)}
=-\frac{\gamma^2\mu}{4}\,\hbar\omega\,\frac{\Omega}{\omega+\Omega}.
\label{eq:pP}
\end{equation}
By \eqref{eq:Omega} the last fraction is $s\sqrt\mu/(1+s\sqrt\mu)$. The leading part of $\Delta_{pP}$ is $-\frac14\gamma^2s\mu^{3/2}\hbar\omega$, which accounts for the leading term of \eqref{eq:leadad}. The extra factor $\sqrt\mu$ relative to the diagonal correction is the ratio $\Omega/\omega$, up to the factor $s$: the heavy particle moves slowly, and the light state follows it with little excitation.

The $p^2$ term connects the ground state to the state with two light quanta, at a cost of $2\hbar\omega$. With $|\langle2|p^2|0\rangle|=\sqrt2\,m\hbar\omega/2$, its second-order shift is
\begin{equation}
\Delta_{p^2}=-\frac{1}{2\hbar\omega}
\left(\frac{\gamma^2}{2M}\,\frac{\sqrt2\,m\hbar\omega}{2}\right)^2
=-\frac{\gamma^4\mu^2}{16}\hbar\omega .
\label{eq:p2}
\end{equation}
The two operators lead to different excited states, so there is no mixed contribution in second order. If the $pP$ term is removed from \eqref{eq:shifted}, the light kinetic energy is merely multiplied by $1+\gamma^2\mu$, and the ground energy becomes $\frac12\hbar\omega(\sqrt{1+\gamma^2\mu}+s\sqrt\mu)$. Expansion of the root shows that this departs from $E_{\rm ad}$ first at order $\mu^2$, by the amount \eqref{eq:p2}. The $\mu^{3/2}$ error is therefore due to the coupling $pP$.

\subsection{Numbers}

For $\kappa=1$ and $\gamma=0.6$, $s=\sqrt{1-0.36}=0.8$. With $\mu=0.01$ the heavy quantum is $\hbar\Omega=0.8\times0.1\,\hbar\omega=0.08\,\hbar\omega$. In units of $\hbar\omega$,
\begin{align}
E_{\rm BO}&=\tfrac12(1+0.08)=0.540000,\\
E_{\rm ad}&=0.540000+\tfrac14(0.36)(0.01)=0.540900,\\
E&=\tfrac12\sqrt{1.08^2+0.0036}=0.540833 .
\end{align}
The errors, again in units of $\hbar\omega$, are
\begin{equation}
E_{\rm BO}-E=-8.33\times10^{-4},\qquad
E_{\rm ad}-E=+6.73\times10^{-5}.
\end{equation}
If $\hbar\omega$ is chosen as $10$ eV, they amount to $-8.33$ meV and $+0.67$ meV. This only fixes a scale: $\mu=0.01$ is about eighteen times the electron--proton mass ratio, so these figures are not estimates for a molecule. The leading terms of \eqref{eq:leadBO} and \eqref{eq:leadad} give $-9.00\times10^{-4}$ and $+7.20\times10^{-5}$. In magnitude they exceed the true errors by about 8\% and 7\% of those errors.

The second-order shifts are $\Delta_{pP}=-6.67\times10^{-5}\,\hbar\omega$ and $\Delta_{p^2}=-8.1\times10^{-7}\,\hbar\omega$. Together they reproduce $E-E_{\rm ad}$ to within $1.7\times10^{-7}\,\hbar\omega$, and nearly all of it comes from $pP$.

Reducing $\mu$ by factors of four shows the approach to the limiting laws. Errors are in units of $\hbar\omega$:
\begin{center}
\begin{tabular}{rcccc}
$\mu$ & $E_{\rm BO}-E$ & $E_{\rm ad}-E$ & $\dfrac{E_{\rm BO}-E}{\mu}$ & $\dfrac{E_{\rm ad}-E}{\mu^{3/2}}$\\[6pt]
$1/100$ & $-8.33\times10^{-4}$ & $6.73\times10^{-5}$ & $-0.0833$ & $0.0673$\\
$1/400$ & $-2.16\times10^{-4}$ & $8.70\times10^{-6}$ & $-0.0865$ & $0.0696$\\
$1/1600$ & $-5.51\times10^{-5}$ & $1.11\times10^{-6}$ & $-0.0882$ & $0.0708$\\
$1/6400$ & $-1.39\times10^{-5}$ & $1.39\times10^{-7}$ & $-0.0891$ & $0.0714$
\end{tabular}
\end{center}
The last two columns tend to $-\gamma^2/4=-0.09$ and $\gamma^2s/4=0.072$. The approach is slow because the relative corrections are of order $\sqrt\mu$. The numerical check checks the three energies independently, by grid solution and by diagonalization of \eqref{eq:H}.

\subsection{Where the estimate holds}

The powers refer to errors in units of the light quantum. Relative to the heavy quantum $\hbar\Omega=s\sqrt\mu\,\hbar\omega$, the leading errors are $-\gamma^2\sqrt\mu/(4s)$ and $+\gamma^2\mu/4$. In the example the Born--Oppenheimer error is about 1\% of $\hbar\Omega$, and the adiabatic error about 0.08\%.

The scaling argument took $s$ to be of order one. Near the stability limit, $s\to0$, the coefficient of $\mu^{3/2}$ vanishes. Comparison of the first two terms of \eqref{eq:leadad} shows that the $\mu^{3/2}$ law requires two conditions, $s\sqrt\mu\ll1$ and $s\gg\gamma^2\sqrt\mu/4$. The first means $\Omega\ll\omega$. For $\gamma=0.6$, $\mu=0.01$ and $s=10$, where $\Omega=\omega$, the sum $E+E_{\rm BO}$ is close to $2\hbar\omega$, and \eqref{eq:diffad} gives an error only half the size of the leading term. The second condition is the one that fails near the stability limit. When $s$ is comparable with $\gamma^2\sqrt\mu/4$ the two terms are of similar size. In the opposite limit, $s\ll\gamma^2\sqrt\mu/4$ with $\mu$ small, the second term dominates and the adiabatic error is close to $\gamma^4\mu^2\hbar\omega/16$.

The argument also held the force constants fixed. Suppose instead that $K$ grows in proportion to $M$ at fixed $k$ and $c$, so that $r=\Omega/\omega=s\sqrt\mu$ tends to a nonzero constant. Then $E+E_{\rm BO}$ tends to $(1+r)\hbar\omega$, and \eqref{eq:diffad} gives an adiabatic error of $\frac14\gamma^2\mu\hbar\omega\,r/(1+r)$ to leading order. Both errors are then of order $\mu$. The higher power thus needs a heavy motion that becomes slow compared with the light one; a small mass ratio alone does not provide it.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Energies in units of hbar*omega unless stated
kappa = K/k: 1.00
gamma = c/k: 0.60
s: 0.80
mu = m/M: 0.0100
heavy quantum hbar*Omega: 0.080000
diagonal correction, from grid: 0.00090000
E_BO, formula: 0.54000000
E_BO, grid: 0.54000000
E_ad, formula: 0.54090000
E_ad, grid: 0.54090000
E exact, Hessian: 0.54083269
E exact, product basis: 0.54083269
E_BO - E: -8.3269e-04
leading estimate of E_BO - E: -9.0000e-04
E_ad - E: 6.7309e-05
leading estimate of E_ad - E: 7.2000e-05
second-order pP contribution: -6.6667e-05
second-order p^2 contribution: -8.1000e-07
E - E_ad - both contributions: 1.6799e-07
E without pP term minus E_ad: -8.0855e-07
power of mu without pP term: 1.9994
power of mu left after second order: 2.4609
chosen hbar*omega: 10.0 eV
E_BO - E: -8.3269 meV
E_ad - E: 0.6731 meV
Table: mu, E_BO-E, E_ad-E, (E_BO-E)/mu, (E_ad-E)/mu^1.5
1/100: -8.3269e-04 6.7309e-05 -0.08327 0.06731
1/400: -2.1630e-04 8.6988e-06 -0.08652 0.06959
1/1600: -5.5144e-05 1.1059e-06 -0.08823 0.07078
1/6400: -1.3923e-05 1.3942e-07 -0.08911 0.07139
1/25600: -3.4981e-06 1.7503e-08 -0.08955 0.07169
limiting coefficient, BO: -0.09000
limiting coefficient, adiabatic: 0.07200
coefficient of mu^2 in E_ad - E: -0.04950
power of mu near mu = 1e-10, BO: 1.00000
power of mu near mu = 1e-10, adiabatic: 1.50000
\end{verbatim}
